Welton's vacuum-jitter self-energy and its screening rule for s electrons

**1. What is missing without this correction**

An electronic-structure calculation with instantaneous Coulomb forces omits the coupling of each electron to the zero-point electromagnetic field. Its s levels then lie too low. Adding the self-energy of a one-electron ion with the same nucleus is no cure for a valence electron: in the Z = 10 model of section 7, that value is about 16 times too large for the screened 3s state. An implementation needs a rule for transferring the hydrogenic value to a screened orbital.

Welton's picture supplies one. The vacuum field shakes the electron, the electron samples the potential over a small region, and its energy changes in proportion to the Laplacian of that potential. The picture fixes the coefficient of a large logarithm when Zα ≪ 1. It does not fix the constant added to the logarithm. Vacuum polarization and the electron's anomalous magnetic moment are left out.

Rydberg atomic units are used, with Gaussian electrodynamics:

ħ = 1, m = 1/2, e² = 2, c = 2/α, mc² = 2/α² Ry.

Lengths are in a0 and energies in Ry. The electron has charge −e, and V is its potential energy. For a point nucleus V = −2Z/r.

**2. The mean square jitter**

Take a periodic box of volume Ω. A field mode of frequency ω has zero-point energy ħω/2, shared equally between its electric and magnetic parts. The electric part is Ω⟨E²⟩/(8π), so

Ω⟨E²⟩/(8π) = ħω/4, and hence ⟨E²⟩ = 2πħω/Ω.

Well above the atomic frequencies the binding force is negligible during one oscillation. The displacement δ then obeys m δ″ = −eE. At frequency ω this gives δ = eE/(mω²), and each mode contributes

⟨δ²⟩_mode = e²⟨E²⟩/(m²ω⁴) = 2πħe²/(m²ω³Ω).

With two polarizations and ω = ck, the number of modes in dω is

2Ω · 4πk² dk/(2π)³ = Ωω² dω/(π²c³).

The box volume cancels in the sum:

⟨δ²⟩ = [2ħe²/(πm²c³)] ∫ dω/ω.

In the chosen units the prefactor is 2·2/[π·(1/4)·(8/α³)] = 2α³/π. Therefore

⟨δ²⟩ = (2α³/π) ln(ω_max/ω_min).     (1)

An explicit sum over box modes with a cutoff ratio of 6 gives 4.442×10⁻⁷ a0², against 4.433×10⁻⁷ a0² from (1).

Both limits have a physical origin. Near ω = mc² the recoil of the electron and its relativistic motion can no longer be neglected. At low frequency the binding force changes the response. For an atom of size 1/Z the energy scale is Z² Ry, so the first estimate of the logarithm is

L = ln(1/(Zα)²).

Numerical factors inside the logarithm are not determined at this stage. For hydrogen L = 9.840, and the rms jitter is 0.00156 a0. This is smaller than the reduced Compton wavelength, 0.00730 a0, which is also c/ω at the upper cutoff. The field is therefore nearly uniform over the jitter, as the equation of motion assumed.

**3. From jitter to energy**

For a potential that is smooth on the scale of δ,

V(r+δ) = V + δ_i ∂_iV + ½ δ_iδ_j ∂_i∂_jV + ...

The linear term averages to zero. Isotropy gives ⟨δ_iδ_j⟩ = ⟨δ²⟩δ_ij/3, where δ_ij is the Kronecker symbol. Hence

ΔV = (1/6)⟨δ²⟩∇²V,

ΔE = (α³/3π)⟨∇²V⟩ ln(ω_max/ω_min).     (2)

The Coulomb potential is not smooth at the nucleus, so there the average must be taken before any expansion. The displacement is a sum of independent oscillator coordinates in their ground states, each with a Gaussian distribution. It is therefore Gaussian, with variance s² = ⟨δ²⟩/3 along each axis. Its length d has the distribution

P(d) = √(2/π) (d²/s³) exp(−d²/2s²).

The average of 1/|r+δ| over directions is 1/max(r,d), so

⟨1/|r+δ|⟩ = (1/r)∫₀^r P dd + ∫_r^∞ (P/d) dd.

The first integral is erf(r/√2s) − √(2/π)(r/s)exp(−r²/2s²). The second is √(2/π)(1/s)exp(−r²/2s²). The exponential terms cancel, leaving

⟨V⟩ = −2Z erf(r/√2s)/r, ΔV = (2Z/r) erfc(r/√2s).

The change is positive: smearing weakens the attraction near the nucleus. Its volume integral is

8πZ ∫₀^∞ r erfc(r/√2s) dr = 8πZ · s²/2 = 4πZs²,

where integration by parts gives the factor s²/2. Since ∇²(−2Z/r) = 8πZδ³(r), equation (2) predicts (1/6)(3s²)(8πZ) = 4πZs², the same value.

The contact form treats the electron density as constant over the smeared region. The cusp gives |ψ(r)|² ≈ |ψ(0)|²(1 − 2Zr), and its relative correction is

−2Z ∫r² erfc dr / ∫r erfc dr = −8√2 Zs/(3√π) ≈ −2.13 Zs.

For hydrogen s = 9.0×10⁻⁴ a0, so the correction is −0.19 percent. Quadrature with the smeared potential gives 3.240×10⁻⁶ Ry and the contact form 3.246×10⁻⁶ Ry, which differ by that amount.

**4. Hydrogenic s states**

Write the radial function as R = u/r. In these units an s state obeys −u″ + Vu = Eu. Multiply by 2u′ and integrate from zero to infinity. The energy term vanishes because u² is zero at both ends, and one integration by parts gives

u′(0)² = R(0)² = ⟨dV/dr⟩.

For V = −2Z/r the right side is 2Z⟨1/r²⟩. To find this average, treat l as continuous in E = −Z²/(n_r+l+1)², with the number of radial nodes n_r fixed. The centrifugal term is l(l+1)/r², so differentiating the energy with respect to l gives

(2l+1)⟨1/r²⟩ = 2Z²/n³.

At l = 0 this yields R(0)² = 4Z³/n³, or |ψ(0)|² = R(0)²/4π = Z³/(πn³). The mean Laplacian is

⟨∇²V⟩ = 8πZ|ψ(0)|² = 8Z⁴/n³,

and (2) becomes

ΔE ≈ [8α³Z⁴/(3πn³)] ln(1/(Zα)²) Ry.     (3)

One power Z comes from the nuclear charge and three from the density at the nucleus. For l > 0 the nonrelativistic density vanishes at a point nucleus, and (3) has no counterpart.

**5. Deriving the lower cutoff**

The free-electron response says nothing precise about frequencies comparable with atomic excitations. Second-order perturbation theory does. The coupling linear in the vector potential is (e/mc)A·p. The A² term is the same for all states in the dipole approximation and drops out of level differences.

Since E = −(1/c)∂A/∂t, each mode has

⟨A²⟩ = c²⟨E²⟩/ω² = 2πħc²/(ωΩ).

Let D_n = E_n − E_s. The shift from virtual emission and reabsorption of one photon is

−Σ_modes Σ_n (e²/m²c²)(2πc²/ωΩ) |ε·p_ns|²/(D_n+ω).

Summing polarizations and integrating over photon directions replaces |ε·p_ns|² by (8π/3)|p_ns|². The remaining mode density is Ωω² dω/(8π³c³). The prefactor becomes

2e²/(3πm²c³) = 2α³/(3π),

and the shift is

−(2α³/3π) Σ_n |p_ns|² ∫ ω dω/(D_n+ω).

A free electron keeps its momentum in the dipole approximation, so its corresponding expression has D_n = 0. That term is proportional to p² and is already contained in the measured mass. Subtracting it uses

−ω/(D_n+ω) + 1 = D_n/(D_n+ω).

The integral up to K gives D_n ln[(K+D_n)/|D_n|], as a principal value when D_n is negative. For K far above the important excitations,

ΔE = (2α³/3π) Σ_n |p_ns|² D_n ln(K/|D_n|).     (4)

The coefficient of ln K follows from a double commutator:

Σ_n |p_ns|² D_n = ⟨p_i(H−E_s)p_i⟩ = ½⟨[p_i,[H,p_i]]⟩.

For a local potential [H,p_i] = i∂_iV, and [p_i,i∂_iV] = ∇²V after summation over i. Thus

Σ_n |p_ns|² D_n = ½⟨∇²V⟩.     (5)

Define the mean excitation energy k0 by

ln k0 = Σ_n |p_ns|²D_n ln|D_n| / Σ_n |p_ns|²D_n.

Equations (4) and (5) then give

ΔE = (α³/3π)⟨∇²V⟩ ln(K/k0).     (6)

This is Welton's expression (2) with ω_min = k0. The classical jitter has the right coefficient, and the quantum sum supplies its lower cutoff.

In a Coulomb field the substitution r = ρ/Z multiplies the Hamiltonian by Z², so k0 scales as Z². With K = mc²,

ln(mc²/k0) = L + ln 2 − ln(k0/Z²).

For hydrogen 1s, k0 = 19.77 Ry. The logarithm is 9.840 + 0.693 − 2.984 = 7.55. With the upper cutoff at mc² = 2/α² Ry, the first estimate L corresponds to a lower cutoff of 2 Ry. The computed k0 is about ten times higher.

**6. Reading the hydrogen numbers**

For 1s, ⟨∇²V⟩ = 8 Ry/a0². Equation (3) gives 3.246×10⁻⁶ Ry, or 10 680 MHz. Equation (6) with K = mc² gives 2.490×10⁻⁶ Ry, or 8190 MHz. The leading logarithm alone is thus about 30 percent above the value with the computed k0.

For 2s the corresponding results are 1335 MHz and 1047 MHz. The leading-log value falls by a factor of 8, as n⁻³ requires. The second value falls by slightly less, because k0 is 16.64 Ry for 2s.

These are not complete Lamb shifts. The choice K = mc² is a scale, not a relativistic calculation. Doubling K adds ln 2 = 0.69 to the logarithm, or 9 percent of its 1s value.

There is also a correction from taking K ≫ D_n in every term. High excitations probe the cusp, where the radial part of the momentum-applied orbital, rR′, starts as −ZR(0)r. Its overlap with an energy-normalized free p wave of wave number k has magnitude

ZR(0) · 2/(k²√(πk)).

The factor 2 is ∫x²j₁(x)dx, with the slow decay of the orbital providing convergence. Squaring and multiplying by the excitation energy D = k² gives the tail

w(D) = 4Z²R(0)²/(πD^(3/2)).

Keeping ln(1+D/K) adds, to leading order,

∫w(D) ln(1+D/K)dD = 8Z²R(0)²/√K,

because ∫₀^∞ x^(−3/2) ln(1+x)dx = 2π. Compared with the main term ZR(0)² ln(K/k0), the relative size is

8Z/[√K ln(K/k0)] = 4√2 Zα/ln(K/k0).

For hydrogen 1s this is 0.55 percent. Direct integration over photon energy gives 30.36 Ry/a0² against 30.20 Ry/a0² from the logarithmic form, a difference of 0.53 percent. At Z = 10 the same leading-order estimate for 3s is 13 percent. There K/Z² is only about 375 Ry and the next term matters: keeping the full logarithm in the sum gives 11 to 12 percent. A sharp nonrelativistic cutoff therefore cannot give an accurate absolute shift there.

**7. Transfer to a screened orbital**

Apply (6) to two s states with the same Z and n, one hydrogenic and one screened:

ΔE_scr/ΔE_H = (⟨∇²V⟩_scr/⟨∇²V⟩_H) · [ln(K/k0_scr)/ln(K/k0_H)].

If the two logarithms are nearly equal, the screening rule follows:

ΔE_scr ≈ ΔE_H · ⟨∇²V⟩_scr/⟨∇²V⟩_H.     (7)

The approximation can be examined close to the nucleus. Let V ≈ −2Z/r + V0 there, and set η = E − V0. Solving −u″ − (2Z/r)u = ηu by a power series gives

u = R(0)[r − Zr² + (2Z²−η)r³/6 + ...].

The first two terms have the same shape with and without screening. Screening changes mainly the amplitude R(0) as long as |η| is small compared with 2Z². The difference in η enters at the third term, so the two values of k0 need not coincide.

As a test case take Z = 10 and

V = −2[1 + 9 exp(−μr)]/r, with μ = 2 a0⁻¹.

The electron sees charge 10 near the nucleus and charge 1 far away. These are model parameters and represent no named atom. From ∇²[exp(−μr)/r] = μ²exp(−μr)/r − 4πδ³(r),

∇²V = 80πδ³(r) − 18μ² exp(−μr)/r.

The first term is nuclear and the second comes from the screening charge. For 3s, R(0)² falls from 148.15 a0⁻³ in the bare field to 9.411 a0⁻³ in the screened one. The nuclear average is 2ZR(0)², so

⟨∇²V⟩_H = 20 × 148.15 = 2963 Ry/a0²,

⟨∇²V⟩_scr = 188.2 − 1.9 = 186.3 Ry/a0².

The screening charge contributes −1 percent of the nuclear part. The ratio is 186.3/2963 = 0.0629. The bare shift from (6) is 3.86×10⁻⁴ Ry, and rule (7) gives

3.86×10⁻⁴ × 0.0629 = 2.43×10⁻⁵ Ry.

A direct sum over excitations in the screened potential gives 2.37×10⁻⁵ Ry, or 0.32 meV. The estimate is 2.3 percent above this direct value.

The error can be traced. The bare and screened values of k0 are 1592 and 1708 Ry, giving logarithms 3.161 and 3.090. Their ratio is 1.023. Here η = −0.39 − 36 = −36.4 Ry for the screened state and −11.1 Ry for the bare one, while 2Z² = 200. The inner shapes are thus similar but not identical.

The ratio depends less on the upper cutoff than the shifts do. Doubling K raises the screened shift by 22 percent, but changes the error of (7) only from 2.3 to 1.9 percent. The cusp-tail correction of section 6 is proportional to R(0)² in both states and therefore largely cancels as well. The 2.3 percent measures the transfer rule within this nonrelativistic model at μ = 2 a0⁻¹. It grows with |η|/2Z²: the same 3s comparison gives about 0.9 percent at μ = 1, 5 percent at μ = 4 and 10 percent at μ = 8 a0⁻¹. It is not an error estimate for a real atom.

**8. Implementation in heavy atoms**

The nonrelativistic logarithm must not be used for the absolute shift of a heavy atom. For 1s it reaches zero when 19.77Z² = mc², near Z = 44. At Z = 80 it is −1.2, although the leading logarithm is still +1.1. The negative sign shows that the assumption k0 ≪ mc² has failed; it is not a prediction of a negative self-energy.

What can be carried over is the form of (7), used as an approximation:

1. Take ΔE_H from a relativistic QED calculation for the one-electron ion with the same Z, n and angular quantum numbers.

2. Compute the screened and hydrogenic Dirac orbitals with the same finite nuclear charge distribution.

3. Evaluate ⟨∇²V⟩ for each orbital in its own potential, form the ratio, and multiply ΔE_H by it.

The finite nucleus is needed for each average in step 3 to be finite. Close to a point nucleus the two radial Dirac components P and Q obey

P′ + κP/r = ZαQ/r, Q′ − κQ/r = −ZαP/r.

Here κ is the Dirac angular quantum number. Setting both components proportional to r^γ gives γ² = κ² − (Zα)². For an s state κ = −1 and γ < 1, so the density behaves as r^(2γ−2) and diverges at the origin. A contact density does not then exist. The screened and hydrogenic orbitals share the same γ, so the ratio of their densities still has a finite limit at the origin, but neither average exists separately. With a finite nucleus the delta function is replaced by a smooth charge density and the average is finite.

For a nuclear density ρ_N normalized to one and an electron density n_e, the electrostatic part of the Laplacian is

∇²V_es = 8π[Zρ_N(r) − n_e(r)].

The signs matter: the nuclear term raises the level, and a screening charge held fixed, as in section 7, reduces the shift. In a real atom the screening electrons are shaken too. In the dipole approximation the field couples to the total momentum Σp_j, which commutes with the electron-electron repulsion because that repulsion depends only on differences of positions. The double commutator (5) for the whole atom then contains only the nuclear term 8πZρ_N, summed over electrons. This cancellation requires photon wavelengths long compared with the electron separations; at shorter wavelengths the displacements are no longer equal. The full −n_e term therefore belongs to the frozen-screening model, and neither keeping nor dropping it is exact. A local exchange-correlation potential adds its own Laplacian if V is the full effective potential. With nonlocal exchange, [H,p_i] is no longer i∂_iV, so (5) does not hold as derived. Keeping the nuclear term alone avoids these questions but remains an approximation. The choice changes the ratio by 1 percent in the model above at μ = 2 a0⁻¹, where dropping the screening term raises the error of (7) from 2.3 to 3.3 percent. At μ = 4 and 8 a0⁻¹ the screening term is about 3 and 8 percent of the nuclear one, so this figure should be checked for each orbital.

The rule should not be applied where its denominator vanishes, as for nonrelativistic p, d and f states in a point-nucleus Coulomb field. Relativistic p₁/₂ orbitals do have density at the nucleus, but the magnetic part of the self-energy, absent from Welton's picture, need not scale with the same ratio. The numerical output lists the computed inputs for μ = 2 a0⁻¹. The figures for other μ and for the full logarithm at Z = 10 require repeating the excitation sum at those settings; the remaining figures follow from the listed inputs by the formulas given above.

Values computed for the example and the checks

```
Fine-structure constant: 0.00729735256
Electron rest energy: 37557.73 Ry
Box-mode mean square jitter, cutoff ratio 6: 4.44192e-07 a0^2
Logarithmic formula for the same jitter: 4.43257e-07 a0^2
Hydrogen leading logarithm: 9.84049
Hydrogen mean square jitter, leading log: 2.4344e-06 a0^2
Hydrogen rms jitter, leading log: 0.00156026 a0
Reduced Compton wavelength: 0.00729735 a0
Hydrogen 1s shift from smeared potential: 3.23966e-06 Ry
Hydrogen 1s shift from Laplacian: 3.24587e-06 Ry
Hydrogen 1s mean excitation energy k0: 19.769 Ry
Hydrogen 1s ln(k0/Ry): 2.9841
Hydrogen 1s ln(rest energy/k0): 7.5495
Hydrogen 1s leading-log shift: 3.2459e-06 Ry
Hydrogen 1s leading-log shift converted: 10678 MHz
Hydrogen 1s shift with k0: 2.4902e-06 Ry
Hydrogen 1s shift with k0 converted: 8192.4 MHz
Hydrogen 2s mean excitation energy k0: 16.639 Ry
Hydrogen 2s ln(k0/Ry): 2.8118
Hydrogen 2s ln(rest energy/k0): 7.7219
Hydrogen 2s leading-log shift: 4.0573e-07 Ry
Hydrogen 2s leading-log shift converted: 1334.8 MHz
Hydrogen 2s shift with k0: 3.1838e-07 Ry
Hydrogen 2s shift with k0 converted: 1047.4 MHz
Hydrogen 1s excitation sum, twice its value: 8 Ry/a0^2
Hydrogen 1s mean Laplacian: 8 Ry/a0^2
Hydrogen 1s photon integral: 30.359 Ry/a0^2
Hydrogen 1s logarithmic form of integral: 30.198 Ry/a0^2
Z=10 1s ln(k0/(Z^2 Ry)): 2.984
Model nuclear charge Z: 10
Model inverse screening length: 2 1/a0
Screened 3s energy: -0.38614 Ry
Bare 3s R(0)^2: 148.15 a0^-3
Screened 3s R(0)^2: 9.4107 a0^-3
Bare 3s mean Laplacian: 2963 Ry/a0^2
Screened 3s nuclear Laplacian: 188.21 Ry/a0^2
Screened 3s electronic Laplacian: -1.895 Ry/a0^2
Screened 3s total Laplacian: 186.32 Ry/a0^2
Laplacian ratio, screened/bare: 0.062883
Bare 3s k0: 1591.8 Ry
Screened 3s k0: 1708.2 Ry
Bare 3s shift: 0.00038617 Ry
Screened 3s shift, ratio estimate: 2.4283e-05 Ry
Screened 3s shift, direct sum: 2.3741e-05 Ry
Screened 3s direct shift converted: 0.32301 meV
Ratio estimate relative error: 2.28 percent
Z=80 leading logarithm: 1.076
Z=80 nonrelativistic ln(rest energy/k0), 1s: -1.215
```
